Dielectric function from plural-scattering loss spectra: Fourier-logarithmic inversion and its errors

**The decision: how much resolution to ask for**

Before a measured electron energy-loss spectrum is turned into a dielectric function, one must choose the energy resolution of the result. A sharp output keeps narrow structure but multiplies the counting noise. A broad output suppresses the noise but displaces ε systematically where it varies fast. The choice requires the error of ε as a function of the output profile, and hence every linear factor between a detector channel and ε.

The specimen is a homogeneous, isotropic film of thickness t, crossed by electrons of speed v that are collected within a half-angle β. The response is taken as dipolar, so ε depends on the energy loss E = ħω and not on the momentum transfer. Fields vary as exp(−iωt), so absorption means Im ε > 0, and the loss function is L(E) = Im(−1/ε). Surface losses and retardation are left out of the inversion. Energies are in eV and lengths in nm. The numerical check checks the formulas numerically.

**Single scattering**

In Gaussian units, a charge Q at r = vt produces in the medium the potential

φ(r,t) = Q ∫ d³q/(2π)³ · 4π/(q²ε(ω)) · exp[iq·(r−vt)], ω = q_z v.

The force along the path is −Q ∂φ/∂z at r = vt. The energy lost per unit length is minus this force:

W = Q² ∫ d³q/(2π)³ · 4π i q_z/(q²ε).

Since W is real and Re(i/ε) = −Im(1/ε) = L, the factor i/ε may be replaced by L. L is odd in ω, so q_z L is even, and the two signs of ω give a factor 2. With dq_z = dω/v and q² = q⊥² + ω²/v²,

W = Q²/(π²v²) ∫₀^∞ dω ω L ∫ d²q⊥/(q⊥² + ω²/v²).

The prefactor is 2·4π/(8π³) = 1/π². Each event removes ħω, so division of the integrand by ħω gives the number of events per unit length. The integral over a disc of radius q_c is

∫₀^{q_c} 2πq dq/(q² + ω²/v²) = π ln(1 + q_c²v²/ω²).

Small deflections obey q⊥ = kθ with ħk = γmv. Hence q_c v/ω = β/θ_E, where

θ_E = E/(γmv²).

Setting Q² = e², passing from ω to E (another factor 1/ħ), and using e²/ħ² = 1/(m a₀), the mean number of events per unit energy in the whole film is

s(E) = K L(E) w(E), w = ln(1 + β²/θ_E²), K = t/(π a₀ m v²).

**Plural scattering**

Let ζ be the fraction of the film already crossed, and λ = ∫ s dE. If events are independent, and the losses are so small against the beam energy that s does not change along the path, then

dJ/dζ = −λJ + s⊗J.

The first term removes electrons from their present energy and the second puts them back at a greater loss. With f̂(τ) = ∫ f(E) exp(−iEτ) dE, the convolution becomes a product, and integration from ζ = 0 to 1 gives a factor exp(ŝ−λ). Let ẑ be the transform of the zero-loss profile normalized to unit area, and N the number of electrons in the spectrum. Then

j = N ẑ exp(ŝ−λ) = z exp(ŝ), z = I₀ẑ, I₀ = N exp(−λ).

Expanding exp(ŝ) gives the Poisson series: the n-fold convolution of s divided by n!. A matrix exponential of the transport operator reproduces this series in the numerical test.

The aperture makes this law approximate. Let F_n be the fraction of electrons with n events that leave within β. The spectrum in the aperture is of Poisson form if F_n = F₁ⁿ, with the mean number reduced by F₁; this reduced mean is the λ used here. For two losses of 17 eV with Lorentzian angles cut off at 20 mrad, F₂/F₁² is 0.994 at β = 10 mrad but 1.28 at β = 0.5 mrad. Paths with both deflections smaller than β contribute at most F₁² to F₂. The excess at the small aperture must therefore come from electrons with at least one deflection larger than β that is compensated by the other. The method needs β ≫ θ_E.

**Logarithmic deconvolution**

Taking the logarithm and multiplying by the transform g of a chosen unit-area output profile gives

ŝ_g = g ln(j/z).

With g = 1 this is ŝ itself; with any other g it is s seen at the resolution g.

*Phase.* Since s ≥ 0, |Im ŝ| ≤ |ŝ| ≤ λ. For λ < π the principal logarithm is therefore the right branch, provided the noise does not carry the phase across the cut. For thicker films this guarantee is lost, and the phase must be followed continuously from τ = 0. In a noise-free test with a mean of 8 losses the principal logarithm returns 4.32, and the unwrapped one 8.00. With counting noise the phase can be followed only where the noise of j is small against |j|. For smooth s, |j| tends to N exp(−λ)|ẑ| at large |τ|, so at fixed N this condition becomes exponentially harder to meet as λ grows, and unwrapping alone does not rescue a thick film.

*Zero-loss intensity.* If I₀ is wrong by a factor 1+η, ŝ_g changes by −g ln(1+η). In energy this is a copy of the output profile at E = 0. Beyond its width s is unaffected, as the program asserts for η = 0.1.

*Finite record.* With the zero-loss profile divided out, the spectrum is a power series in which the power counts channels. The coefficient of order m in its logarithm depends on the coefficients up to order m alone. A series that stops at some energy therefore still determines s up to that energy. The program cuts the series before broadening it; a measured record is cut after the broadening, so its last channels are not covered by this argument. The discrete transform is periodic, however, and folds higher coefficients back to low energy. The record is padded with zeros to twice its length to keep them apart, and the negative-energy side of the zero-loss peak is stored at the end of the array.

**Angular correction and the low-energy gap**

For channels of width ΔE the deconvolution returns s_m = s(E_m)ΔE. Hence

F_m = s_m/(w_m ΔE) = K L(E_m).

The weight w falls with energy, so without this division low losses would look too strong relative to high ones.

Near E = 0 the residue of the zero-loss peak hides the signal, and the later division by E would enlarge it. There F is replaced by a law. L is odd, so for a material with weak absorption down to zero energy the leading term is F = aE. Minimizing Σ(F_m − aE_m)² over a window just above the cut gives −2ΣE_m(F_m − aE_m) = 0, hence

a = Σ E_m F_m / Σ E_m².

For a material with a true gap one would set F = 0 below it.

**Normalization and Kramers-Kronig relation**

The function 1/ε − 1 is the causal response to an external charge. It is analytic in the upper half of the complex energy plane and falls as 1/E² at large |E|. Integrate (1/ε − 1)/(E'−E) along the real axis, passing above the pole on a small half circle, and close the path at infinity. The closed integral vanishes, the large arc contributes nothing, and the small half circle, run clockwise, gives −iπ times the residue:

P∫ (1/ε(E') − 1)/(E'−E) dE' = iπ(1/ε(E) − 1).

The imaginary part, with Im(1/ε) = −L, is

Re(1/ε) − 1 = −(1/π) P∫ L(E')/(E'−E) dE', E' from −∞ to ∞.

Because L is odd, the negative half contributes L(E')/(E'+E) when written with positive E'. The two fractions add to 2E'/(E'²−E²):

Re(1/ε(E)) = 1 − (2/π) P∫₀^∞ E'L(E')/(E'²−E²) dE'.

At E = 0, for an insulator without phonon response, ε(0) = n² with n the low-frequency electronic refractive index. Therefore

1 − 1/n² = (2/π) ∫₀^∞ L dE/E.

Inserting L = F/K gives the scale and with it the thickness:

K = (2/π) ∫ F dE/E / (1−1/n²), t = π a₀ m v² K.

On the grid, the principal value at E_i is taken over the points of opposite parity, with spacing 2ΔE:

R_i = 1 − (4ΔE/π) Σ_{i+j odd} E_j L_j/(E_j²−E_i²).

These points lie symmetrically about E_i, so the singular parts 1/(E_j−E_i) of neighbours on the two sides cancel, and no point falls on the pole. For the model below, the error of Re(1/ε) is at most 2.1×10⁻⁵ under 100 eV. The final step is

ε = 1/(R − iL).

**Error of scale**

Let K be wrong by a factor 1+κ with small κ. Both L and R−1 are proportional to 1/K, so 1/ε − 1 is divided by 1+κ. To first order

δ(1/ε) = κ(1 − 1/ε).

Since δε = −ε² δ(1/ε),

δε = −κ ε(ε−1), |δε/ε| = |κ||ε−1|.

A small error of scale is thus enlarged where |ε| is large. The index enters through K ∝ 1/(1−n⁻²), at fixed F:

d ln K/d ln n = −2n⁻²/(1−n⁻²) = −2/(n²−1).

At E = 0 the two formulas combine to δε = 2n δn, as ε = n² requires.

**Noise through the logarithm**

The counts J_l are independent Poisson variables with variance J_l. To first order δ ln j = δj/j, so

δs_m = Σ_l h_{m−l} δJ_l, h = inverse transform of g/j,

Var s_m = Σ_l h²_{m−l} J_l.

The zero-loss reference is treated as free of noise; a noisy one would add −g δz/z to ŝ_g. The expansion needs |δj| ≪ |j| wherever g matters. The mean square of |δj| is the sum of all variances, which is N, so the condition reads √N ≪ |j|.

Writing out j separates two effects:

g/j = (1/I₀)(g/ẑ) exp(−ŝ).

For smooth s, ŝ tends to zero at large |τ|, and the ratio g/ẑ controls the noise there. For Gaussian profiles with standard deviations σ_g and σ_z,

g/ẑ = exp[(σ_z² − σ_g²)τ²/2].

An output sharper than the zero-loss peak makes this factor grow up to the highest frequency τ = π/ΔE. An output equal to the zero-loss peak makes it 1. For a broader output it is the transform of a Gaussian with variance σ² = σ_g² − σ_z². On slowly varying noise variance, and neglecting exp(−ŝ), such a smoothing kernel multiplies the standard deviation by

[ΔE ∫ G² dE]^{1/2} = [ΔE/(2√π σ)]^{1/2},

where G is the normalized Gaussian and the channel weights are ΔE·G.

**Noise through the remaining steps**

Write the angular correction and the low-energy law together as a matrix, δF = C δs, and the normalization integral as K = Σ k_m F_m, where k contains 2ΔE/(πE_m) and the factor 1/(1−1/n²), with an end-point correction at E = 0. Differentiating L_i = F_i/K,

δL_i = (δF_i − L_i δK)/K, δK = Σ k_m δF_m.

With A_ij = (4ΔE/π)E_j/(E_j²−E_i²) for i+j odd and zero otherwise,

δR_i = −Σ_j A_ij δL_j,

δε_i = −ε_i²(δR_i − i δL_i).

The chain is linear in δJ, so δε_i = Σ_l r_l δJ_l with complex coefficients r_l, and

Var(Re ε_i) = Σ_l (Re r_l)² J_l,

with the corresponding expression for the imaginary part. Correlations between channels, which both the deconvolution and the Kramers-Kronig sum create, are included because the sum runs over the original independent counts. The last step multiplies the noise of 1/ε by |ε|².

**Worked example**

The material is a model insulator:

ε(E) = 1 + Σ p²/(E₀² − E² − iΓE),

with (E₀, p, Γ) = (6, 10, 1.5) eV and (12, 12, 4) eV. At E = 0 this is 1 + 100/36 + 144/144 = 4.778, so n = 2.186. The film is 50 nm thick, the beam energy 30 keV, β = 10 mrad, ΔE = 0.1 eV, and N = 10⁷. The model has no dependence on q by construction, but a real solid would not be in the optical limit at these settings: k = 900 nm⁻¹, so the aperture admits q⊥ up to 9 nm⁻¹, where ħ²q²/2m = 3.1 eV, and transfers above 3 nm⁻¹ carry about a quarter of w at 6 eV. If the two resonance energies of the model rose by 0.3 ħ²q²/2m, the recovered ε would be off by up to 7 %. In practice β is bounded from above by the dipole assumption as well as from below by β ≫ θ_E.

*Single scattering.* Here mv² = 55.10 keV and (v/c)² = 0.1078, so γ = 1/√(1−0.1078) = 1.059. At 15 eV, θ_E = 15/(1.059 × 55100) = 0.257 mrad and w = ln[1 + (10/0.257)²] = 7.32. Between 2 and 30 eV, w falls from 11.35 to 5.94. The mean number of losses is λ = 0.778, below π. The zero-loss fraction is exp(−0.778) = 0.459, so I₀ = 4.59×10⁶ electrons.

*Noise-free inversion.* F is replaced below 1.5 eV, with the slope fitted up to 3.0 eV. At full resolution, g = 1, the thickness comes out as 50.027 nm, so κ = 0.027/50 = 5.4×10⁻⁴. At 6 eV, ε − 1 = 1.271 + 11.393i has modulus 11.46, and this κ alone produces a relative error of 0.62 % there. The largest relative error of ε found between 2 and 30 eV is 0.66 %.

Leaving out the deconvolution raises this largest error to 58 %. Replacing w(E) by its value at 15 eV raises it to 24 %.

A further check is a sum rule not used in the normalization. At high energy the Kramers-Kronig relation gives 1/ε → 1 + (2/π)∫E'L dE'/E², while the model gives 1/ε → 1 + Σp²/E². Hence (2/π)∫EL dE = 100 + 144 = 244 eV². The recovered value is 241.6 eV². Most of the deficit is the missing tail: at high energy L ≈ Σp²Γ/E³ = 726/E³ with E in eV, and beyond the last channel near 205 eV this contributes (2/π) × 726/205 = 2.3 eV².

*Choice of output width.* The zero-loss peak has a full width at half maximum (FWHM) of 0.25 eV. The noise of s at 20 eV, relative to √J/I₀, is as follows.

- Output FWHM 0.15 eV: 11.7 from the linear formula, 12.1 from 600 simulated spectra.
- Output FWHM 0.25 eV: 1.00 and 1.04.
- Output FWHM 0.50 eV: 0.40 and 0.39.

A standard deviation from 600 samples is itself uncertain by about 1/√1200 = 3 %, so these differences are not significant. The relative noise of j at the highest frequency is 0.09, which supports the linear treatment.

The first value reflects the growing exponential. With σ = FWHM/2.355, σ_z = 0.106 eV and σ_g = 0.064 eV, the factor g/ẑ at τ = π/ΔE is about exp(3.6), or 35; the noise gain is the root mean square of g/ẑ over all frequencies, since by Parseval's theorem the sum of the squared kernel weights equals the mean of the squared modulus of the transform. The Gaussian formula gives 9.8 for this average; profiles this narrow are coarsely sampled at ΔE = 0.1 eV, and the transforms of the sampled profiles give 11.7. For the third value, σ = √(0.50²−0.25²)/2.355 = 0.184 eV, and the smoothing estimate is [0.1/(3.545 × 0.184)]^{1/2} = 0.39.

The price of the 0.50 eV output is bias. Smoothing a function F changes it by σ_g²F''/2 to leading order. Without noise, the largest relative error of ε rises from 0.66 % to 3.5 %; since g is all that changed, the smoothing causes the rise.

*Noise of ε.* The following values are for the 0.50 eV output.

- At 6 eV, the noise of 1/ε is 1.09×10⁻³ and |ε|² of the noise-free smoothed inversion is 132 (the model value is 135), so the noise of ε is 0.14. It is shared between 0.103 in the real part and 0.099 in the imaginary part.
- At 18 eV, the noise of 1/ε is larger, 7.3×10⁻³, but |ε|² is 0.10, and each part of ε has a standard deviation of 0.0005.

The simulated spectra give 0.102 and 0.100 at 6 eV, and 0.0005 for both parts at 18 eV. The absolute error of ε is thus largest near the resonance, not at the energy where the loss function is noisiest.

One simulated spectrum gives the following results.

- 2 eV: 5.114 + 0.336i; true value 5.123 + 0.349i.
- 6 eV: 2.21 + 11.31i; true value 2.27 + 11.39i.
- 9 eV: 0.662 + 1.625i; true value 0.684 + 1.596i.
- 25 eV: 0.544 + 0.070i; true value the same to these digits.

At 6 eV both deviations lie within one standard deviation, but this does not show that bias is absent: the noise-free smoothed inversion has |ε| = √131.63 = 11.473 there against the true 11.617, so its bias is at least 0.14, as large as the counting noise. At 9 eV they are −0.022 and +0.029, while the counting noise is 0.006 in each part. Noise is an unlikely cause. The deviation is 2 % of |ε|, within the 3.5 % found for the noise-free smoothed inversion. The propagated standard deviation is therefore not the total error.

The same spectrum gives t = 50.04 nm, with a counting error of 0.03 nm. This small error presumes a known index: d ln t/d ln n = −2/(4.778−1) = −0.529, so an index 1 % too high lowers t by 0.53 %, or 0.26 nm. By the scale formula it also changes ε at 6 eV by 0.0053 × 11.46 = 6 %, well above the counting noise of 0.14/11.6 = 1.2 %.

These figures narrow the initial decision for this spectrum. A width of 0.15 eV is excluded by its noise. At 0.50 eV, the largest bias exceeds the relative counting noise at 6 eV, and more electrons would not reduce it. The zero-loss width, 0.25 eV, has a quarter of the leading smoothing bias, because σ_g² is a quarter, at about 2.5 times the noise of s at 20 eV. The error of ε at this width is not computed here, so the best width at N = 10⁷ is not fixed by these figures. It need not be either of the two: the leading bias grows as σ_g² while the noise falls with the width, so the smallest total error may lie between 0.25 and 0.50 eV. With enough electrons the narrower width wins, since the counting noise falls as 1/√N while the bias stays.

**What the forward model leaves out**

The moving charge also has a magnetic field. In the Lorenz gauge of the medium,

φ = 4πρ/[ε(q² − εω²/c²)], A_z = ε(v/c)φ.

The field along the path is −iq_zφ + iωA_z/c. With ω = q_z v this equals −iq_zφ(1 − εv²/c²). The single-scattering derivation therefore holds with the replacement

1/(εq²) → (1/ε − v²/c²)/(q² − εω²/c²).

For real ε the new denominator can vanish if εv²/c² > 1, which is the condition for Cherenkov emission. Here the largest value of (v/c)² Re ε is 0.92, so the condition is not met, yet the correction is not negligible everywhere. The bulk loss within the aperture changes by factors of 1.022 at 2 eV, 1.080 at 6 eV, 1.002 at 9 eV and 1.000 at 18 eV; the largest factor, 1.13, lies near 5.3 eV, just below the resonance. An unnoticed excess of 8 % in L at 6 eV, with R held fixed, would shift ε by |ε|² × 0.08 L = 0.08 Im ε = 0.9, more than six times the counting noise. A real spectrum of such a material would need this term in the forward model, for instance by computing it from a first estimate of ε, subtracting it from s and repeating the inversion.

Surface losses are a separate omission, and for this film a larger one. For two uncoupled surfaces without retardation, the boundary term relative to the bulk loss is (2v/ω)[arctan(β/θ_E) − βθ_E/(β²+θ_E²)] Im[(ε−1)²/(ε(ε+1))]/(t w L), which is 0.21 at 6 eV, against 0.08 for the bulk retardation. With retardation the boundary term of the slab is 0.24 of the bulk loss at 6 eV and 0.54 at 2 eV; left uncorrected, the full slab loss returns t near 52.6 nm and an error of about 20 % in ε at 6 eV, far above the counting noise and the smoothing bias. Their strength does not grow in proportion to t, so the inversion, which assigns every loss to the bulk, is least reliable for thin films. Comparing two thicknesses of the same material gives a practical check: a bulk ε must come out the same from both. The check exposes only terms that are not proportional to t; bulk retardation and a dependence of ε on q affect both films alike and pass it unnoticed.

Calculated quantities

```
beam energy 30 keV, (v/c)^2 = 0.1078, m v^2 = 55.10 keV
aperture 10 mrad, theta_E at 15 eV = 0.257 mrad
angular log factor at 2, 15, 30 eV: 11.35, 7.32, 5.94
channel 0.1 eV, 2048 channels, padded to 4096
zero-loss FWHM 0.25 eV, output FWHM 0.5 eV, electrons 1e+07
low-energy cut 1.5 eV, slope fitted up to 3.0 eV
true thickness 50.0 nm, index n = 2.1858, eps(0) = 4.7778
mean number of losses lam = 0.7781, zero-loss fraction = 0.4593
largest Kramers-Kronig error in Re(1/eps), E < 100 eV: 2.1e-05
noise-free thickness: 50.027 nm (full resolution), 50.033 nm (output FWHM)
loss sum rule: recovered 241.6 eV^2, model 244.0 eV^2
d ln t / d ln n = -0.5294
largest relative error of eps, 2 to 30 eV, noise-free:
  full chain 0.66 %, with output FWHM 3.53 %
  without deconvolution 58 %, without angular correction 24 %
unwrapping test, mean 8: principal log 4.323, unwrapped 8.000
noise gain of s at 20 eV relative to sqrt(J)/I0 (linear theory, simulated):
  output FWHM 0.15 eV: 11.677, 12.084
  output FWHM 0.25 eV: 1.004, 1.038
  output FWHM 0.50 eV: 0.402, 0.386
relative noise of j at highest frequency: 0.090
thickness from one noisy spectrum 50.04 nm, sigma 0.028 nm, simulated 0.027 nm
eps (dimensionless), simulated sigma from 600 spectra:
E = 2 eV: true 5.123 +0.349i, one noisy spectrum 5.114 +0.336i
  sigma Re, Im: linear 0.0064, 0.0067; simulated 0.0063, 0.0065
  sigma(1/eps) = 3.54e-04, |eps|^2 = 26.23
E = 4 eV: true 6.695 +1.515i, one noisy spectrum 6.710 +1.501i
  sigma Re, Im: linear 0.0225, 0.0209; simulated 0.0226, 0.0214
  sigma(1/eps) = 6.54e-04, |eps|^2 = 46.91
E = 6 eV: true 2.271 +11.393i, one noisy spectrum 2.213 +11.312i
  sigma Re, Im: linear 0.1034, 0.0993; simulated 0.1023, 0.0997
  sigma(1/eps) = 1.09e-03, |eps|^2 = 131.63
E = 9 eV: true 0.684 +1.596i, one noisy spectrum 0.662 +1.625i
  sigma Re, Im: linear 0.0057, 0.0061; simulated 0.0059, 0.0060
  sigma(1/eps) = 2.72e-03, |eps|^2 = 3.09
E = 18 eV: true -0.034 +0.308i, one noisy spectrum -0.030 +0.310i
  sigma Re, Im: linear 0.0005, 0.0005; simulated 0.0005, 0.0005
  sigma(1/eps) = 7.28e-03, |eps|^2 = 0.10
E = 25 eV: true 0.544 +0.070i, one noisy spectrum 0.544 +0.070i
  sigma Re, Im: linear 0.0006, 0.0006; simulated 0.0006, 0.0006
  sigma(1/eps) = 2.89e-03, |eps|^2 = 0.30
double scattering in aperture / Poisson value: 0.9937 (10 mrad), 1.283 (0.5 mrad)
largest (v/c)^2 Re eps = 0.921 (Cherenkov needs > 1)
retarded / non-retarded bulk loss at 2, 6, 9, 18 eV: 1.022, 1.080, 1.002, 1.000
```
